# From small-energy-transfer collisions to the Fokker-Planck equation and Pawula's theorem: test program

```python
"""
Result under test: for small energy jumps the electron-phonon master equation
becomes  dn/dt = -d(A n)/dE + d2(D n)/dE2,  D = M2/2,
with drift fixed by detailed balance:  A = (1/g) d(g D)/dE - D/(kT);
truncation of the Kramers-Moyal series at a finite order above two
destroys positivity (Pawula).

Symbols: x = E/kT; u = energy jump/kT; eta = m s^2/(2 kT);
g = sqrt(x) (parabolic band); M_k = integral of u^k times the jump rate.
Internal time unit: 1/nu0, nu0 = quasi-elastic scattering rate at E = kT.
Model: nondegenerate electrons, acoustic phonons, deformation potential.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

# ---------- model parameters ----------
mass = const.m_e
sound_speed = 5000.0
temperature = 300.0
nu0 = 10.0                                   # per ps
thermal_J = const.k * temperature
kT = thermal_J / const.e * 1e3               # meV
eta = mass * sound_speed**2 / (2 * thermal_J)
energy = 100.0                               # meV
x0 = energy / kT


def jump_rate(x, u, eta):
    """Rate density for x -> x+u; momentum conservation limits the jump."""
    size = np.maximum(np.abs(u), 1e-12)
    up = np.asarray(u) > 0
    quanta = 1 / np.expm1(size) + np.where(up, 0.0, 1.0)
    cosine = (size - np.where(up, 4 * eta, -4 * eta)) / (4 * np.sqrt(eta * x))
    rate = size**2 * quanta / (16 * eta * np.sqrt(x))
    return np.where(np.abs(cosine) <= 1, rate, 0.0)


def jump_average(func, x, eta):
    """Integral of jump rate times func(u) over all allowed jumps."""
    a, b = 4 * math.sqrt(eta * x), 4 * eta
    total = quad(lambda v: float(jump_rate(x, v, eta)) * func(v),
                 max(0.0, b - a), a + b, epsabs=0, epsrel=1e-10)[0]
    if a > b:
        total += quad(lambda v: float(jump_rate(x, -v, eta)) * func(-v),
                      0.0, a - b, epsabs=0, epsrel=1e-10)[0]
    return total


def moment(k, x, eta):
    return jump_average(lambda u: u**k, x, eta)


def leading_moment(k, x, eta):
    return [math.sqrt(x),
            4 * eta * math.sqrt(x) * (2 - x),
            8 * eta * x**1.5,
            128 / 3 * eta**2 * x**1.5 * (3 - x),
            256 / 3 * eta**2 * x**2.5][k]


# ---------- kernel against the golden rule with a broadened delta ----------
a0, b0 = 4 * math.sqrt(eta * x0), 4 * eta
n_q, n_mu, width = 500, 2000, 0.02
q = (np.arange(n_q) + 0.5) * 1.2 * (a0 + b0) / n_q
mu = -1 + (np.arange(n_mu) + 0.5) * 2 / n_mu
Q, MU = np.meshgrid(q, mu, indexing="ij")
golden = 0.0
for sign, extra in ((1, 0), (-1, 1)):
    mismatch = Q**2 / (4 * eta) + math.sqrt(x0 / eta) * Q * MU - sign * Q
    delta = np.exp(-mismatch**2 / (2 * width**2)) / (width * math.sqrt(2 * math.pi))
    golden += np.sum(Q**5 * (1 / np.expm1(Q) + extra) * delta)
golden *= (q[1] - q[0]) * (mu[1] - mu[0]) / (16 * eta * math.sqrt(eta))
M2_kernel = moment(2, x0, eta)
assert abs(golden / M2_kernel - 1) < 0.01      # finite delta width and grid

# ---------- detailed balance of the kernel, including its limits ----------
rng = np.random.default_rng(1)
xa = rng.uniform(0.001, 8, 20000)
xb = np.abs(xa + rng.uniform(-0.7, 0.7, 20000)) + 1e-4
forward = np.sqrt(xa) * np.exp(-xa) * jump_rate(xa, xb - xa, eta)
backward = np.sqrt(xb) * np.exp(-xb) * jump_rate(xb, xa - xb, eta)
assert np.count_nonzero(forward) > 1000
assert np.allclose(forward, backward, rtol=1e-8, atol=1e-13)

# ---------- moments: quadrature against leading-order formulas ----------
M = [moment(k, x0, eta) for k in range(11)]
for k in range(5):
    dev = M[k] / leading_moment(k, x0, eta) - 1
    dev_small = moment(k, x0, eta / 4) / leading_moment(k, x0, eta / 4) - 1
    assert abs(dev) < 0.03, (k, dev)
    assert 3 < dev / dev_small < 5, (k, dev, dev_small)


# ---------- drift from diffusion by detailed balance ----------
def balance_drift(x, eta, step=1e-3):
    def gD(y):
        return math.sqrt(y) * moment(2, y, eta) / 2
    slope = (gD(x + step) - gD(x - step)) / (2 * step)
    return slope / math.sqrt(x) - moment(2, x, eta) / 2


drift_balance = balance_drift(x0, eta)
drift_wrong = -M[2] / 2
drift_dev = drift_balance / M[1] - 1
drift_dev_small = balance_drift(x0, eta / 4) / moment(1, x0, eta / 4) - 1
assert abs(drift_dev) < 0.02
assert 3 < drift_dev / drift_dev_small < 5
assert abs(drift_wrong / M[1] - 1) > 0.5


# ---------- energy exchange of a hot Maxwellian ----------
def cooling_kernel(theta, eta):
    node, weight = np.polynomial.legendre.leggauss(120)
    y, weight = 4 * (node + 1), 4 * weight
    density = 4 / math.sqrt(math.pi) * theta**-1.5 * y**2 * np.exp(-y**2 / theta)
    return float(np.sum(weight * density * [moment(1, v * v, eta) for v in y]))


def cooling_formula(theta, eta):
    return 16 / math.sqrt(math.pi) * eta * math.sqrt(theta) * (1 - theta)


theta = 2.0
cool_full, cool_lead = cooling_kernel(theta, eta), cooling_formula(theta, eta)
cool_dev = cool_full / cool_lead - 1
cool_dev_small = (cooling_kernel(theta, eta / 4)
                  / cooling_formula(theta, eta / 4) - 1)
assert abs(cool_dev) < 0.02
assert 3 < cool_dev / cool_dev_small < 5


# ---------- relaxation: full master equation and Fokker-Planck ----------
def evolve(rates, equilibrium, start, x, times):
    """rates[i, j] is the rate j -> i; returns mean x at each time."""
    generator = rates - np.diag(rates.sum(axis=0))
    root = np.sqrt(equilibrium)
    sym = generator * root[None, :] / root[:, None]
    assert np.allclose(sym, sym.T, rtol=1e-6, atol=1e-9)
    value, vector = eigh((sym + sym.T) / 2)
    coeff = vector.T @ (start / root)
    return np.array([np.sum(x * root * (vector @ (np.exp(value * t) * coeff)))
                     for t in times])


def relax(eta, times, cells_per_jump=20):
    # Uniform cells in sqrt(x): the kinematic limit falls on a cell edge.
    h = 2 * math.sqrt(eta) / (cells_per_jump + 0.5)
    y = (np.arange(int(5.5 / h)) + 0.5) * h
    x = y**2
    equilibrium = 2 * h * y**2 * np.exp(-x)
    start = y**2 * np.exp(-x / theta)
    start /= start.sum()
    master = jump_rate(x[None, :], x[:, None] - x[None, :], eta) * 2 * y[:, None] * h
    np.fill_diagonal(master, 0.0)
    face = (y[:-1] + h / 2)**2
    link = 4 * eta * face**2 * np.exp(-face) / np.diff(x)
    fokker = np.zeros_like(master)
    j = np.arange(len(x) - 1)
    fokker[j + 1, j] = link / equilibrium[:-1]
    fokker[j, j + 1] = link / equilibrium[1:]
    return (evolve(master, equilibrium, start, x, times),
            evolve(fokker, equilibrium, start, x, times))


times_ps = np.array([0.0, 2.0, 5.0, 10.0, 20.0])
mean_master, mean_fokker = relax(eta, times_ps * nu0)
coarse_master, coarse_fokker = relax(4 * eta, times_ps * nu0 / 4)
relax_dev = np.max(np.abs(mean_master - mean_fokker))
relax_dev_coarse = np.max(np.abs(coarse_master - coarse_fokker))
assert relax_dev < 0.01
assert 2.5 < relax_dev_coarse / relax_dev < 5   # includes a small grid error
assert abs(mean_fokker[0] - 1.5 * theta) < 1e-3

# ---------- Pawula: truncated generator on a nonnegative function ----------
z = sp.symbols("z")
truncated_rates, full_rates = {}, {}
for order in (3, 4, 5, 6):
    c = M[2] / M[order]
    phi = z**2 * (1 - sp.Float(c, 17) * z**(order - 2))**2

    def series(last):
        return float(sum(M[k] / math.factorial(k) * sp.diff(phi, z, k).subs(z, 0)
                         for k in range(1, last + 1)))

    truncated_rates[order] = series(order)
    full_rates[order] = jump_average(
        lambda u: u**2 * (1 - c * u**(order - 2))**2, x0, eta)
    assert truncated_rates[order] < 0 < full_rates[order]
    assert abs(series(2 * order - 2) / full_rates[order] - 1) < 1e-6

# ---------- order four: short waves grow, true jumps damp them ----------
k_limit = math.sqrt(12 * M[2] / M[4])
k_test = 1.5 * k_limit
growth_four = -M[2] * k_test**2 / 2 + M[4] * k_test**4 / 24
growth_true = jump_average(lambda u: math.cos(k_test * u) - 1, x0, eta)
assert growth_true < 0 < growth_four

# ---------- frozen coefficients after one mean collision time ----------
duration = 1 / M[0]
du = a0 / 400
half = int((a0 + b0) / du) + 1
jumps = np.arange(-half, half + 1) * du
single = jump_rate(x0, jumps, eta)
single = single / single.sum()
terms = 14
explicit = np.zeros(2 * half * terms + 1)
center = half * terms
explicit[center] = math.exp(-1)
power = np.array([1.0])
for n in range(1, terms + 1):
    power = np.convolve(power, single)
    explicit[center - n * half:center + n * half + 1] += (
        math.exp(-1) / math.factorial(n) * power)
shift_explicit = (np.arange(len(explicit)) - center) * du


def fourth_central(position, probability):
    probability = probability / probability.sum()
    mean = np.sum(position * probability)
    return float(np.sum((position - mean)**4 * probability))


shift = np.linspace(-20 * a0, 20 * a0, 2001)
wave = np.linspace(0, 10 / a0, 1001)
quad_weight = np.full(len(wave), wave[1])
quad_weight[[0, -1]] /= 2


def truncated_density(order):
    exponent = sum(M[k] * (1j * wave)**k / math.factorial(k)
                   for k in range(1, order + 1)) * duration
    phase = np.exp(-1j * np.outer(shift, wave))
    return (phase @ (quad_weight * np.exp(exponent))).real / math.pi


density2, density6 = truncated_density(2), truncated_density(6)
step = shift[1] - shift[0]
assert abs(density6.sum() * step - 1) < 1e-6
assert density2.min() > -1e-8 * density2.max()
assert density6.min() < -1e-4 * density6.max()
assert explicit.min() >= 0
fourth_true = fourth_central(shift_explicit, explicit)
fourth2 = fourth_central(shift, density2)
fourth6 = fourth_central(shift, density6)
assert abs(fourth6 / fourth_true - 1) < 0.02    # jump grid resolves the edge
assert abs(fourth2 / fourth_true - 1) > 0.2
negative_weight = -density6[density6 < 0].sum() * step

# ---------- output ----------
print(f"electron mass = {mass:.4e} kg")
print(f"sound speed = {sound_speed:.0f} m/s")
print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT:.3f} meV")
print(f"m s^2/2 = {eta * kT:.5f} meV")
print(f"eta = m s^2/(2kT) = {eta:.6f} (dimensionless)")
print(f"nu0, rate at E=kT = {nu0:.1f} 1/ps")
print(f"chosen energy E = {energy:.1f} meV")
print(f"x = E/kT = {x0:.4f} (dimensionless)")
print(f"largest absorbed quantum at E = {(a0 + b0) * kT:.3f} meV")
print(f"largest emitted quantum at E = {(a0 - b0) * kT:.3f} meV")
labels = ["total rate M0", "drift M1", "second moment M2",
          "third moment M3", "fourth moment M4"]
units = ["1/ps", "meV/ps", "meV^2/ps", "meV^3/ps", "meV^4/ps"]
for k in range(5):
    scale = nu0 * kT**k
    print(f"{labels[k]}: kernel {M[k] * scale:.5g}, "
          f"formula {leading_moment(k, x0, eta) * scale:.5g} {units[k]}")
print(f"D = M2/2: kernel {M[2] / 2 * nu0 * kT**2:.2f}, "
      f"formula {leading_moment(2, x0, eta) / 2 * nu0 * kT**2:.2f} meV^2/ps")
print(f"drift from D by detailed balance = {drift_balance * nu0 * kT:.4f} meV/ps")
print(f"drift without derivative term = {drift_wrong * nu0 * kT:.4f} meV/ps")
print(f"balance drift, relative deviation = {100 * drift_dev:.3f} %")
print(f"same deviation at eta/4 = {100 * drift_dev_small:.3f} %")
print(f"initial electron temperature = {theta * temperature:.0f} K")
print(f"initial dE/dt, full kernel = {cool_full * nu0 * kT:.4f} meV/ps")
print(f"initial dE/dt, formula = {cool_lead * nu0 * kT:.4f} meV/ps")
for t, full, approx in zip(times_ps, mean_master, mean_fokker):
    print(f"mean energy at {t:.0f} ps: master {full * kT:.3f}, "
          f"Fokker-Planck {approx * kT:.3f} meV")
print(f"largest difference at these times = {relax_dev * kT:.4f} meV")
print(f"same with eta 4 times larger = {relax_dev_coarse * kT:.4f} meV")
for order in (3, 4, 5, 6):
    print(f"test-function rate/M2, order {order}: truncated "
          f"{truncated_rates[order] / M[2]:.4f}, full "
          f"{full_rates[order] / M[2]:.4f} (dimensionless)")
print(f"order 4 unstable below wavelength {2 * math.pi / k_limit * kT:.3f} meV")
print(f"growth at 2/3 of it: order 4 {growth_four * nu0:.3f}, "
      f"true {growth_true * nu0:.3f} 1/ps")
print(f"mean collision time at E = {duration / nu0:.5f} ps")
print(f"fourth central moment, explicit sum = {fourth_true * kT**4:.1f} meV^4")
print(f"fourth central moment, order 2 = {fourth2 * kT**4:.1f} meV^4")
print(f"fourth central moment, order 6 = {fourth6 * kT**4:.1f} meV^4")
print(f"order 6 lowest density/peak = {100 * density6.min() / density6.max():.3f} %")
print(f"shift at lowest density = {shift[np.argmin(density6)] * kT:.2f} meV")
print(f"order 6 total negative weight = {100 * negative_weight:.3f} %")
print("finished without a failed check")
```

Printed output:

```
electron mass = 9.1094e-31 kg
sound speed = 5000 m/s
temperature = 300 K
kT = 25.852 meV
m s^2/2 = 0.07107 meV
eta = m s^2/(2kT) = 0.002749 (dimensionless)
nu0, rate at E=kT = 10.0 1/ps
chosen energy E = 100.0 meV
x = E/kT = 3.8682 (dimensionless)
largest absorbed quantum at E = 10.948 meV
largest emitted quantum at E = 10.379 meV
total rate M0: kernel 19.605, formula 19.668 1/ps
drift M1: kernel -10.377, formula -10.445 meV/ps
second moment M2: kernel 1109, formula 1118.2 meV^2/ps
third moment M3: kernel -365.62, formula -367.98 meV^3/ps
fourth moment M4: kernel 83786, formula 84771 meV^4/ps
D = M2/2: kernel 554.52, formula 559.12 meV^2/ps
drift from D by detailed balance = -10.3304 meV/ps
drift without derivative term = -21.4496 meV/ps
balance drift, relative deviation = -0.445 %
same deviation at eta/4 = -0.111 %
initial electron temperature = 600 K
initial dE/dt, full kernel = -9.0110 meV/ps
initial dE/dt, formula = -9.0730 meV/ps
mean energy at 0 ps: master 77.555, Fokker-Planck 77.555 meV
mean energy at 2 ps: master 64.113, Fokker-Planck 64.036 meV
mean energy at 5 ps: master 53.498, Fokker-Planck 53.406 meV
mean energy at 10 ps: master 45.544, Fokker-Planck 45.473 meV
mean energy at 20 ps: master 40.495, Fokker-Planck 40.463 meV
largest difference at these times = 0.0920 meV
same with eta 4 times larger = 0.3229 meV
test-function rate/M2, order 3: truncated -1.0000, full 694.1100 (dimensionless)
test-function rate/M2, order 4: truncated -1.0000, full 0.1277 (dimensionless)
test-function rate/M2, order 5: truncated -1.0000, full 34841.4684 (dimensionless)
test-function rate/M2, order 6: truncated -1.0000, full 0.3471 (dimensionless)
order 4 unstable below wavelength 15.765 meV
growth at 2/3 of it: order 4 247.718, true -19.205 1/ps
mean collision time at E = 0.05101 ps
fourth central moment, explicit sum = 13875.0 meV^4
fourth central moment, order 2 = 9600.0 meV^4
fourth central moment, order 6 = 13873.7 meV^4
order 6 lowest density/peak = -0.429 %
shift at lowest density = 24.95 meV
order 6 total negative weight = 0.202 %
finished without a failed check
```
